# Phase interchange and the Maxwell Garnett formula for porous dielectrics

## Problem

A porous interlayer dielectric consists of a solid host of relative permittivity $k_1$ with spherical pores of relative permittivity $k_2$. The pores fill the volume fraction $f$. Both permittivities are real and positive, and the structure is much finer than the wavelength, so electrostatics applies. The Maxwell Garnett formula gives the effective permittivity

$$k=k_1\,\frac{k_2+2k_1+2f(k_2-k_1)}{k_2+2k_1-f(k_2-k_1)} .\tag{1}$$

Let $k'$ be the effective permittivity after the two materials have been interchanged. Schulgasser's inequality states that $k\,k'\ge k_1k_2$ for isotropic composites in three dimensions.

(a) Does the Maxwell Garnett formula obey the inequality, and when does equality hold?

(b) Does the answer to (a) establish the inequality for other microstructures? If not, prove it, and find where isotropy is needed.

(c) Evaluate the results for $k_1=4$, $k_2=1$, $f=0.3$.

## A tempting solution

The film contains the fraction $1-f$ of material 1 and $f$ of material 2. Interchanging the materials turns material 2 into the host and material 1 into the spheres. Since there is a fraction $1-f$ of material 1, one replaces $k_1\leftrightarrow k_2$ and $f\to1-f$ in (1):

$$k_w=k_2\,\frac{k_1+2k_2+2(1-f)(k_1-k_2)}{k_1+2k_2-(1-f)(k_1-k_2)} .$$

Consider very high porosity, $f\to1$. Equation (1) gives $k\to k_1\cdot3k_2/(3k_1)=k_2$, and the formula above gives $k_w\to k_2$. The product tends to $k_2^2$. For pores in a solid $k_2<k_1$, so $k_2^2<k_1k_2$. By continuity the product also lies below $k_1k_2$ for $f$ slightly less than one. The inequality appears to fail.

## The fault

The replacement $f\to1-f$ preserves the amount of each material, but phase interchange preserves the geometry. Every point that held material 1 must now hold material 2, and the reverse. The spheres stay where they are and still fill the fraction $f$; they are now made of material 1. The amounts of the materials therefore do change.

The quantity $k_w$ belongs to another structure, with the original composition but with host and spheres in exchanged roles. The inequality says nothing about the product $k\,k_w$. The correct interchange at $f\to1$ turns a body of material 2 into a body of material 1, and the product tends to $k_1k_2$.

## Where the formula comes from

A test of a theorem about real composites should use a formula that some real composite obeys. Take a core of material 2 and radius $r_c$ inside a shell of material 1 with outer radius 1, so that $f=r_c^3$. Surround it with a medium of permittivity $k$, and ask for which $k$ a uniform field outside remains undisturbed.

Write the field as $\mathbf E=\nabla u$; the usual minus sign is absorbed in $u$, which changes no permittivity. With $\theta$ measured from the field direction, $u$ is $Cr\cos\theta$ in the core, $(Ar+B/r^2)\cos\theta$ in the shell and $r\cos\theta$ outside. Continuity of $u$ and of the normal component of $\mathbf D$ requires

$$C=A+\frac Bf,\qquad k_2C=k_1\Big(A-\frac{2B}{f}\Big),\qquad A+B=1,\qquad k=k_1(A-2B).$$

Put $\delta=k_2-k_1$. Eliminating $C$ from the first two conditions gives $(k_2+2k_1)B/f=-\delta A$, or

$$B=-f\beta A,\qquad \beta=\frac{\delta}{k_2+2k_1}.$$

The third condition then gives $A=1/(1-f\beta)$, and the fourth gives

$$k=k_1\frac{1+2f\beta}{1-f\beta}.$$

Multiplying numerator and denominator by $k_2+2k_1$ reproduces (1).

Because the outside field is undisturbed, further coated spheres can be inserted, scaled to any size with the same $f$, until they fill space. On each outer surface $u$ and the normal flux are those of a uniform field in a medium $k$. By the divergence theorem these surface values fix the mean fields inside, so $\langle\mathbf D\rangle=k\langle\mathbf E\rangle$ in each sphere and in the whole assemblage. Formula (1) is thus exact for this geometry, although for other arrangements of pores it is in general only an approximation. Exchanging the materials gives an assemblage of the same kind, so the formula is exact there too.

## (a) The product

Interchange $k_1$ and $k_2$ at fixed $f$; then $\delta$ changes sign. With

$$P=k_2+2k_1,\qquad Q=k_1+2k_2,\qquad Q-P=\delta,$$

the two permittivities are

$$k=k_1\frac{P+2f\delta}{P-f\delta},\qquad k'=k_2\frac{Q-2f\delta}{Q+f\delta}.\tag{2}$$

In the ratio $kk'/(k_1k_2)$ the numerator is

$$N=(P+2f\delta)(Q-2f\delta)=PQ+2f\delta(Q-P)-4f^2\delta^2=PQ+2f\delta^2-4f^2\delta^2,$$

and the denominator is

$$M=(P-f\delta)(Q+f\delta)=PQ-f\delta(Q-P)-f^2\delta^2=PQ-f\delta^2-f^2\delta^2 .$$

Their difference is $N-M=3f\delta^2-3f^2\delta^2$. Writing out the factors of $M$ gives

$$\frac{kk'}{k_1k_2}-1=\frac{3f(1-f)(k_2-k_1)^2}{[(1-f)k_2+(2+f)k_1]\,[(2+f)k_2+(1-f)k_1]} .\tag{3}$$

Both brackets are positive for $0\le f\le1$. The Maxwell Garnett formula therefore obeys the inequality. Equality holds if $f=0$, $f=1$ or $k_1=k_2$, and in no other case. Within this model the product is thus strictly larger than $k_1k_2$ for any true mixture of two different materials.

**Two dimensions.** For parallel coated cylinders in a transverse field, the shell term $B/r^2$ becomes $B/r$. Both dimensions are covered by the term $B/r^{d-1}$, whose radial derivative brings the factor $-(d-1)$ in place of $-2$. The same elimination gives (2) with $2f\delta$ replaced by $(d-1)f\delta$, and with $P=k_2+(d-1)k_1$, $Q=k_1+(d-1)k_2$. Now $Q-P=(d-2)\delta$, and

$$N-M=[(d-1)+1](d-2)f\delta^2-[(d-1)^2-1]f^2\delta^2=d(d-2)f(1-f)\delta^2 .$$

For $d=3$ this is the previous result. For $d=2$ it vanishes, and the product equals $k_1k_2$.

**Size of the excess.** From (2),

$$k-k_1=\frac{3k_1f\delta}{P-f\delta},\qquad k'-k_2=-\frac{3k_2f\delta}{Q+f\delta}.$$

Add these over the common denominator $M$. Since $k_1Q-k_2P=k_1^2-k_2^2=-\delta(k_1+k_2)$,

$$k+k'-k_1-k_2=\frac{3f\delta\,[k_1Q-k_2P+f\delta(k_1+k_2)]}{M}=-\frac{3f(1-f)\delta^2(k_1+k_2)}{M}.$$

Comparison with (3) shows that

$$\frac{kk'}{k_1k_2}-1=1-\frac{k+k'}{k_1+k_2}.\tag{4}$$

In this model, the relative amount by which the product lies above $k_1k_2$ is the relative amount by which the sum lies below $k_1+k_2$.

To find the largest excess at given materials, set $c=PQ/\delta^2$. Because $PQ=2k_1^2+5k_1k_2+2k_2^2=2\delta^2+9k_1k_2$, one has $c=2+9k_1k_2/\delta^2>2$. The excess is

$$g(f)=\frac{3f(1-f)}{c-f-f^2}.$$

Setting its derivative to zero requires

$$(1-2f)(c-f-f^2)+f(1-f)(1+2f)=0 .$$

The first term expands to $c-2cf-f+f^2+2f^3$ and the second to $f+f^2-2f^3$. Their sum is $c-2cf+2f^2=0$. The root between 0 and 1 is

$$f_m=\frac{c-\sqrt{c^2-2c}}{2}.\tag{5}$$

It is a maximum, because $g$ vanishes at both ends and is positive between them. At weak contrast $c\to\infty$ and $f_m\to1/2$. At strong contrast $c\to2$ and $f_m\to1$.

Since $c>2$, the denominator of $g$ is larger than $2-f-f^2=(1-f)(2+f)$. Hence, for $0<f<1$,

$$g(f)<\frac{3f}{2+f}<1 ,$$

and the Maxwell Garnett product lies between $k_1k_2$ and $2k_1k_2$. The bound $3f/(2+f)$ on $g$ is approached at fixed $f$ when the permittivity ratio tends to zero or infinity.

## (b) Other microstructures

Equation (3) concerns one family of structures. It could have refuted the general inequality, but it cannot prove it. A proof follows from the energy principle.

Take a composite that is periodic with a cell of any size, and let $\langle\cdot\rangle$ be the cell average. If $\mathbf F$ is divergence-free and $\mathbf G$ is curl-free, then

$$\langle\mathbf F\cdot\mathbf G\rangle=\langle\mathbf F\rangle\cdot\langle\mathbf G\rangle .\tag{6}$$

To see this, write $\mathbf G=\langle\mathbf G\rangle+\nabla\varphi$ with periodic $\varphi$. The integral of $\mathbf F\cdot\nabla\varphi=\nabla\cdot(\varphi\mathbf F)$ becomes a surface integral, in which opposite faces of the cell cancel.

**Upper bound on $1/k'$.** The interchanged medium has local permittivity $k_1k_2/k(\mathbf x)$, where $k(\mathbf x)$ is the original one: $k_1$ becomes $k_2$ and $k_2$ becomes $k_1$. Let $\mathbf E'$ and $\mathbf D'$ be its true fields, scaled so that $\langle\mathbf D'\rangle=\mathbf e_2$. For an isotropic composite $\langle\mathbf E'\rangle=\mathbf e_2/k'$, and (6) gives $\langle\mathbf D'\cdot\mathbf E'\rangle=1/k'$.

Let $\mathbf J$ be any divergence-free field with the same mean $\mathbf e_2$. Insert $\mathbf J=\mathbf D'+(\mathbf J-\mathbf D')$ and use $k(\mathbf x)\mathbf D'/(k_1k_2)=\mathbf E'$:

$$\Big\langle\frac{k(\mathbf x)|\mathbf J|^2}{k_1k_2}\Big\rangle=\frac1{k'}+2\langle(\mathbf J-\mathbf D')\cdot\mathbf E'\rangle+\Big\langle\frac{k(\mathbf x)|\mathbf J-\mathbf D'|^2}{k_1k_2}\Big\rangle .\tag{7}$$

The middle term vanishes by (6), since $\mathbf J-\mathbf D'$ has zero mean. The last term is not negative. The left side is thus an upper bound on $1/k'$.

**Choice of $\mathbf J$.** Let $\mathbf E$ be the field in the original medium with $\langle\mathbf E\rangle=\mathbf e_1$. By (6), $\langle k(\mathbf x)|\mathbf E|^2\rangle=k$. Remove its component along axis 3 and turn the rest by a right angle about that axis:

$$\mathbf J=\mathbf e_3\times\mathbf E=(-E_2,\;E_1,\;0).$$

Its mean is $\mathbf e_3\times\mathbf e_1=\mathbf e_2$. Its divergence is $-\partial_1E_2+\partial_2E_1$, which vanishes because $\mathbf E$ is curl-free. At an interface with normal $\mathbf n$, the normal component of $\mathbf J$ is $\mathbf E\cdot(\mathbf n\times\mathbf e_3)$. This involves only the tangential part of $\mathbf E$, which is continuous. So $\mathbf J$ is admissible.

Since $|\mathbf J|^2=|\mathbf E|^2-E_3^2$, the bound reads

$$\frac1{k'}\le\frac{k-T}{k_1k_2},\qquad T=\langle k(\mathbf x)E_3^2\rangle\ge0 .\tag{8}$$

Multiplication by $k_1k_2k'$ gives $kk'\ge k_1k_2+k'T\ge k_1k_2$, which is Schulgasser's inequality. The proof relies on positive energies, so it does not carry over to lossy materials with complex permittivities.

**The role of dimension.** In two dimensions there is no $E_3$. In addition, the field belonging to $\mathbf J$ in the interchanged medium is $k(\mathbf x)\mathbf J/(k_1k_2)=\mathbf e_3\times\mathbf D/(k_1k_2)$. In the plane this is curl-free because $\mathbf D$ is divergence-free. Then $\mathbf J$ is the true field $\mathbf D'$, the last term of (7) vanishes, and $kk'=k_1k_2$ for every isotropic planar geometry. This is Keller's relation, and it explains the factor $d-2$ found in (a).

**The discarded term for coated spheres.** In the core the field is uniform and $E_3=0$. In the shell, with $\mathbf n=\mathbf r/r$,

$$\mathbf E=A\mathbf e_1+\frac{B}{r^3}(\mathbf e_1-3n_1\mathbf n),\qquad E_3=-\frac{3Bn_1n_3}{r^3}.$$

The angular average of $n_1^2n_3^2$ is $\tfrac12\langle\cos^2\theta\sin^2\theta\rangle=\tfrac12(\tfrac13-\tfrac15)=\tfrac1{15}$. The radial part of the volume average is $\int_{r_c}^1 3r^{2}r^{-6}\,dr=1/f-1$. Therefore

$$T=k_1\,\frac{9B^2}{15}\,\frac{1-f}{f}=\frac{3k_1}{5}\,\frac{f(1-f)\beta^2}{(1-f\beta)^2}.\tag{9}$$

This is positive for any true mixture, so (8) makes the inequality strict, in agreement with (3). At weak contrast $\beta\approx\delta/(3k_1)$. Then (8) guarantees an excess of about $T/k\approx f(1-f)\delta^2/(15k_1^2)$, while (3) gives $f(1-f)\delta^2/(3k_1^2)$. To leading order $T$ supplies one fifth of the excess. The rest comes from the last term of (7), because $\mathbf J$ is not the true field.

**Where isotropy enters.** The original medium was probed along axis 1 and the interchanged one along axis 2. For an anisotropic composite with these principal axes, the proof gives $k_{11}k'_{22}\ge k_1k_2$. Isotropy, or cubic symmetry, is what allows the indices to be dropped.

Layers stacked along axis 1 show that this matters. Across the layers the reciprocal permittivities average:

$$k_{11}=\frac{k_1k_2}{(1-f)k_2+fk_1},\qquad k'_{11}=\frac{k_1k_2}{(1-f)k_1+fk_2}.$$

The product of the two denominators is $k_1k_2[(1-f)^2+f^2]+f(1-f)(k_1^2+k_2^2)=k_1k_2+f(1-f)\delta^2$, so

$$\frac{k_{11}k'_{11}}{k_1k_2}=\frac{1}{1+f(1-f)\delta^2/(k_1k_2)}\le1 .$$

With both permittivities taken across the layers, the inequality is reversed. Along the layers $k'_{22}=(1-f)k_2+fk_1$, and $k_{11}k'_{22}=k_1k_2$, the equality case of the proof.

## (c) Numbers

For $k_1=4$, $k_2=1$ and $f=0.3$, one has $\delta=-3$, $P=9$ and $Q=6$. Equation (2) gives

$$k=4\cdot\frac{9-1.8}{9+0.9}=2.909,\qquad k'=1\cdot\frac{6+1.8}{6-0.9}=1.529 .$$

The second value describes solid spheres filling 30 % of otherwise empty space. The product is $4.449$, against $k_1k_2=4$. The ratio is $1.112$, and (3) gives the same excess:

$$\frac{3\cdot0.3\cdot0.7\cdot9}{9.9\cdot5.1}=0.112 .$$

Equation (4) gives it as well, $1-(2.909+1.529)/5=0.112$. The strong-contrast limit at this porosity would be $0.9/2.3=0.391$. For coated cylinders the permittivities are $2.780$ and $1.439$, with product 4.

The largest excess follows from $c=9\cdot6/9=6$. Equation (5) gives $f_m=(6-\sqrt{24})/2=0.551$, where the ratio is $1.144$.

If $k'$ were known for a given geometry but $k$ were not, the inequality would supply a lower bound on $k$. Here it is $k_1k_2/k'=2.615$, about 10 % below the Maxwell Garnett value. This adds nothing in the present example. For $k_2<k_1$ the quantity $k_w$ is the Hashin–Shtrikman lower bound, which needs only $f$, and with the Maxwell Garnett $k'$ the difference $k_1k_2/k'-k_w$ has the sign of $k_1-4k_2$. At $k_1=4k_2$ the two coincide, and only at higher contrast is the interchange bound the stronger one. With $\beta=-1/3$, equation (9) gives $T=0.0463$. Inequality (8) then reads $k\ge k_1k_2/k'+T=2.662$. This shows how sharp (8) is, but it is no bound on an unknown $k$, because $T$ requires the field in the original medium. The corresponding bound on the ratio is $k/(k-T)=1.016$, so most of the excess of $0.112$ comes from the difference between $\mathbf J$ and $\mathbf D'$.

A cubic array of cubical pores lies outside the Maxwell Garnett geometry but within the theorem. The electrostatic equation was solved for it by finite volumes on a periodic grid, with pore fraction $0.216$ and the same materials. A grid of $40^3$ cells gives $k=3.17$, $k'=1.38$ and a ratio of $1.092$; a grid of $20^3$ cells gives $1.088$. These values are not converged in the last digit: under further refinement they tend to $k=3.177$, $k'=1.378$ and a ratio of $1.094$. The shift of $0.002$ is small compared with the excess of about $0.09$.

For layers with $f=0.3$, the permittivities across the stack are $k_{11}=4/1.9=2.105$ and $k'_{11}=4/3.1=1.290$. Their product divided by $k_1k_2$ is $0.679$, well below one. Pairing $k_{11}$ with $k'_{22}=1.900$ restores the ratio to 1. A layered film therefore does not contradict Schulgasser's inequality, because it lacks the symmetry that the inequality assumes.

All numerical values are calculated from the stated model.
